# Four-terminal reciprocity in a magnetic field, derived in two ways

A transport calculation for a two-dimensional channel has produced the transmissions between four contacts at a magnetic field $B$. The Hall part of the resistance, odd in $B$, is wanted next. Must the whole calculation be repeated at $-B$, or can that part be read from the matrix already in hand? The second choice is correct if

$$R_{mn,kl}(B)=R_{kl,mn}(-B),\qquad R_{mn,kl}=\frac{V_k-V_l}{I}. \tag{1}$$

Here a current $I$ enters the sample at contact $m$ and leaves at $n$, while $k$ and $l$ draw no current. The order within each pair matters: exchanging $k$ and $l$ alone changes the sign of $R$. Resistance means the limit $I\to0$, and all contacts have the same temperature. "Reversing the field" means reversing everything that breaks time-reversal symmetry, including any magnetization. The sample is otherwise unchanged.

Both derivations first show that the conductance matrix, defined by $I_p=\sum_q G_{pq}V_q$ with $I_p$ positive into the sample, obeys

$$G_{pq}(B)=G_{qp}(-B), \tag{2}$$

and then pass from (2) to (1). They differ in both parts.

## First derivation: scattering waves

**The scattering matrix.** Let electrons of charge $-e$ move independently in a mean potential $U$, with $H(B)=(\mathbf p+e\mathbf A)^2/2m^*+U$. Far inside the leads, a state of energy $E$ is

$$\psi=\sum_j\left(a_j\phi_j^{\rm in}+b_j\phi_j^{\rm out}\right),\qquad b=S(B)a,$$

where every propagating mode is normalized to unit particle flux. Incoming and outgoing flux are equal, so $b^\dagger b=a^\dagger a$ for every $a$, and therefore $S^\dagger S=1$.

Complex conjugation changes $\mathbf p$ into $-\mathbf p$. Hence

$$H(B)^*=\frac{(-\mathbf p+e\mathbf A)^2}{2m^*}+U=\frac{(\mathbf p-e\mathbf A)^2}{2m^*}+U=H(-B).$$

So $\psi^*$ is a solution at $-B$ with the same energy. Conjugation also reverses the flux of each mode. At $-B$ we take $(\phi_j^{\rm out})^*$ as the incoming modes and $(\phi_j^{\rm in})^*$ as the outgoing ones. The incoming amplitudes of $\psi^*$ are then $b^*$ and the outgoing ones $a^*$:

$$a^*=S(-B)\,b^*=S(-B)\,S(B)^*a^*.$$

This holds for every $a$, so $S(-B)=[S(B)^*]^{-1}$. The inverse of the unitary matrix $S^*$ is its Hermitian conjugate, which is $S^T$. Thus

$$S(-B)=S(B)^T. \tag{3}$$

With spin, conjugation $K$ is replaced by $\Theta=i\sigma_yK$. $\Theta$ turns the spin-orbit coupling at $B$, which contains $\mathbf p+e\mathbf A$, into that at $-B$, and it reverses the sign of the Zeeman term, as reversing $B$ does. The same argument gives (3) if the modes at $-B$ are the $\Theta$-images of those at $B$. A different choice of spin basis mixes modes within one lead and leaves the sums below unchanged.

Let $T_{pq}=\sum_{i\in p,\,j\in q}|S_{ij}|^2$ be the transmission from $q$ to $p$, with reflection included in $T_{pp}$. Equation (3) gives $T_{pq}(B)=T_{qp}(-B)$. Unitarity makes each row and column of $|S_{ij}|^2$ add to one. With $N_p$ open modes in lead $p$,

$$\sum_qT_{pq}=N_p,\qquad \sum_pT_{pq}=N_q. \tag{4}$$

**From transmission to conductance.** A filled mode carries a particle current $dE/h$ in the energy interval $dE$. Counting modes without spin and supplying a factor 2, the electrical current entering at $p$ is

$$I_p=-\frac{2e}{h}\int dE\sum_q(N_p\delta_{pq}-T_{pq})f_q.$$

The minus sign is the electron's charge. A voltage $V_q$ shifts the contact's electrochemical potential to $E_F-eV_q$, so

$$f_q=f(E-E_F+eV_q)\simeq f+eV_qf'.$$

The term in $f$ vanishes by (4), and the next gives

$$G_{pq}=\frac{2e^2}{h}\int dE\,(-f')\,(N_p\delta_{pq}-T_{pq}). \tag{5}$$

The voltages also change $U$, and with it $T_{pq}$. At first order this change multiplies the common function $f$, and (4) holds for any $U$, so it adds nothing.

The equilibrium potential must itself be the same at both fields. Conjugation maps a complete set of states at $B$ onto one at $-B$ with the same $|\psi|^2$. A given $U$ therefore produces the same equilibrium density at both fields, and a self-consistent $U$ at $B$ is also one at $-B$. If several solutions exist, as with hysteresis, the corresponding one must be chosen. Equation (2) now follows from (5), and (4) makes all row and column sums of $G$ vanish.

**Solving for the voltages.** Let $m,n,k,l$ be distinct. Set $V_l=0$, which is allowed because a common voltage drives no current. Current conservation makes the equation for contact $n$ redundant. The other three are

$$\begin{pmatrix}G_{mm}&G_{mn}&G_{mk}\\G_{km}&G_{kn}&G_{kk}\\G_{lm}&G_{ln}&G_{lk}\end{pmatrix}\begin{pmatrix}V_m\\V_n\\V_k\end{pmatrix}=\begin{pmatrix}I\\0\\0\end{pmatrix}.$$

Cramer's rule replaces the third column by the right-hand side. The numerator of $V_k$ is $I(G_{km}G_{ln}-G_{kn}G_{lm})$.

For the denominator, use the vanishing column sums to write row $l$ as minus the sum of rows $m,n,k$. The parts in $m$ and $k$ repeat rows already present and drop out, leaving minus row $n$. Exchanging the last two rows removes the minus sign. The denominator is thus $C_l$, the determinant of $G$ without row and column $l$, and

$$R_{mn,kl}=\frac{G_{km}G_{ln}-G_{kn}G_{lm}}{C_l}. \tag{6}$$

The same replacement of row $n$ by minus row $l$, and then of column $n$ by minus column $l$, turns $C_l$ into $C_n$. The two signs cancel, so all these determinants have one value, $C$.

It is nonzero when the contacts are connected. Expanding the square and using the zero sums,

$$-\frac12\sum_{pq}G_{pq}(V_p-V_q)^2=\sum_{pq}V_pG_{pq}V_q. \tag{7}$$

For $p\ne q$, $-G_{pq}\ge0$, so the dissipated power (7) is nonnegative. It vanishes only if every pair joined by transmission has equal voltages. If $C$ were zero, a nonzero set of voltages with $V_l=0$ would give zero power. Connection would then force all voltages to equal $V_l=0$, a contradiction.

Now apply (6) to the exchanged pairs at $-B$, where the matrix is $G(B)^T$:

$$R_{kl,mn}(-B)=\frac{G_{km}G_{ln}-G_{lm}G_{kn}}{C}=R_{mn,kl}(B).$$

All entries on the right are taken at $+B$, and transposition has left $C$ unchanged. This proves (1).

## Second derivation: equilibrium correlations

This route does not use single-particle waves. Let $H(B)$ include the sample, the large contacts, electron-electron interactions and, if required, phonons. Let $Q_p$ be the charge operator of contact $p$. These operators commute with one another at equal times. The system starts in the equilibrium state of $H(B)$.

At time zero switch on the energy $\sum_qQ_qV_q$. The current into the sample is $I_p=-dQ_p/dt$, with zero mean in equilibrium. First-order perturbation theory gives

$$\langle I_p(t)\rangle=-\frac{i}{\hbar}\sum_qV_q\int_0^tdt'\,\langle[I_p(t),Q_q(t')]\rangle.$$

Equilibrium correlations depend on $\tau=t-t'$ alone. Inserting $I_p=-dQ_p/d\tau$,

$$\langle I_p(t)\rangle=\frac{i}{\hbar}\sum_qV_q\int_0^td\tau\,\frac{d}{d\tau}\langle[Q_p(\tau),Q_q(0)]\rangle.$$

The lower limit vanishes because the charges commute at equal times. Therefore

$$G_{pq}(t;B)=\frac{i}{\hbar}\langle[Q_p(t),Q_q(0)]\rangle_B. \tag{8}$$

The direct-current conductance is the value of (8) on a plateau in time: after the transients in the sample, but before the contacts discharge. The contacts must be large enough for their electrochemical potentials to stay fixed meanwhile.

Time reversal leaves charge unchanged, $\Theta Q_p\Theta^{-1}=Q_p$, and turns $H(B)$ into $H(-B)$. It is antiunitary, so it also turns $i$ into $-i$. Thus $Q_p(t)$ at $B$ becomes $Q_p(-t)$ at $-B$, and averages become complex conjugates:

$$\langle Q_p(t)Q_q(0)\rangle_B^*=\langle Q_p(-t)Q_q(0)\rangle_{-B}.$$

The conjugate of an average reverses the order of Hermitian operators. Moving the time origin by $t$ on the right then gives

$$\langle Q_q(0)Q_p(t)\rangle_B=\langle Q_p(0)Q_q(t)\rangle_{-B}.$$

Conjugating this equation gives

$$\langle Q_p(t)Q_q(0)\rangle_B=\langle Q_q(t)Q_p(0)\rangle_{-B}.$$

Subtract the first of these from the second:

$$\langle[Q_p(t),Q_q(0)]\rangle_B=\langle[Q_q(t),Q_p(0)]\rangle_{-B}.$$

With (8), this is (2), and it holds at each time $t$, hence on the plateau.

To reach (1), compare two experiments. In experiment $a$, at $B$, current $I$ enters at $m$ and leaves at $n$. In experiment $b$, at $-B$, the same current enters at $k$ and leaves at $l$. Then

$$\sum_pV_p^bI_p^a=\sum_{pq}V_p^bG_{pq}(B)V_q^a=\sum_{pq}V_q^aG_{qp}(-B)V_p^b=\sum_qV_q^aI_q^b.$$

Each set of currents has two nonzero entries, so

$$I(V_m^b-V_n^b)=I(V_k^a-V_l^a).$$

Division by $I^2$ gives (1). Any number of further contacts may be present if they float, because their currents are zero in both experiments. The pairs may also coincide: $k=m$, $l=n$ gives $R_{mn,mn}(B)=R_{mn,mn}(-B)$, so a two-terminal resistance is even in $B$.

## What each derivation assumes

Both need linear response, contacts in equilibrium at one temperature, and reversal of every magnetic quantity. The first also assumes independent electrons in a mean potential and coherent motion between contacts. In return it supplies a calculable $G$, the explicit formula (6), and a proof that connected contacts have definite voltage differences.

The second allows interactions and inelastic scattering. It assumes that the plateau exists and that the voltage differences are defined, and it gives no numerical value of $G$ without a further calculation. Inelastic scattering can be imitated in the first picture by floating probes, which absorb electrons and return them with no net current. The comparison of two experiments then applies to the enlarged matrix.

## Two limits

Equation (1) does not make $R_{mn,kl}$ even or odd. Place contacts 1 and 2 at the left and right ends of a strip, 3 on its upper edge and 4 on its lower edge. If the sample has mirror symmetry between the edges, the mirror exchanges 3 and 4 and reverses a perpendicular field. Then $R_{12,34}(B)=R_{12,43}(-B)=-R_{12,34}(-B)$, a purely odd resistance. Displaced probes or disorder break this symmetry and admit an even part.

In a strong field, suppose that $M$ spin-degenerate edge modes run in the sense $1\to3\to2\to4\to1$ without backscattering. In units of $2e^2/h$, $G_{31}=G_{23}=G_{42}=G_{14}=-M$, the diagonal entries are $M$, and the rest vanish. Removing row and column 4 gives $C=M^3$. Equation (6) yields

$$R_{12,34}(B)=\frac{h}{2e^2M},\qquad R_{34,12}(B)=-\frac{h}{2e^2M}.$$

The second value is also $R_{12,34}(-B)$, as (1) requires.

## A channel at 8 T

Consider such a strip, about 60 nm long with hard walls 38 nm apart, with mass $0.14\,m_e$, temperature 4 K and $B=8$ T. The Fermi energy is set to that of a wide two-dimensional layer of density $n=2\times10^{12}$ cm$^{-2}$ at zero field, $\pi\hbar^2n/m^*=34.2$ meV, about 99 times $k_BT$. The cyclotron radius $\hbar\sqrt{2\pi n}/(eB)$ is 29 nm, comparable with the width.

End contacts 1 and 2 span the strip. Probes 3 and 4 are 22 nm wide between their walls and displaced from each other by 14 nm along it. Twelve randomly placed Gaussian potentials of standard width 6 nm, with random heights between $-10$ and $+10$ meV, provide one disorder sample. The Schrödinger equation was solved on a 2 nm grid of $30\times18$ sites with outgoing waves in field-free leads, and (5) was summed over 25 energies spaced by $k_BT$. In units of $2e^2/h$,

$$G(+8\,{\rm T})=\begin{pmatrix}3.6449&-1.8758&-0.3768&-1.3923\\-1.9970&3.4362&-1.1882&-0.2510\\-1.5554&-0.1199&1.8679&-0.1927\\-0.0925&-1.4405&-0.3029&1.8360\end{pmatrix}.$$

A separate solution at $-8$ T gives the transpose. Equation (6) needs $C=10.3079$ and, with one more digit kept in the entries,

$$G_{31}G_{42}-G_{32}G_{41}=1.55536\times1.44049-0.11988\times0.09254\simeq2.2294.$$

With $h/2e^2=12906\ \Omega$,

$$R_{12,34}(+8\,{\rm T})=12906\times\frac{2.2294}{10.3079}\simeq2791\ \Omega.$$

The solution at $-8$ T gives $R_{34,12}=2791\ \Omega$, but $R_{12,34}=-1953\ \Omega$. The latter equals $R_{34,12}$ at $+8$ T. The opening question is settled by one matrix:

$$R_{\rm odd}=\frac{R_{12,34}(B)-R_{34,12}(B)}2=\frac{2791+1953}{2}=2372\ \Omega.$$

The even part is $(2791-1953)/2=419\ \Omega$. For the density $n$ of the wide layer, the classical Hall value $B/(ne)$ is 2497 Ω. The odd part lies 5% below it, but this closeness is particular to 8 T: between 1 T and 12 T the ratio of the odd part to $B/(ne)$ ranges from 0.46 to 1.11, and not monotonically. The walls also lower the strip's own zero-field density to about $1.74\times10^{12}$ cm$^{-2}$, for which $B/(ne)$ is 2868 Ω. The two need not agree: the classical value depends only on field and density, whereas the computed resistance also depends on the confinement by the walls, the contacts and the particular disorder. At 10 nA the linear probe voltage is 27.9 μV. The two-terminal resistance is 4221 Ω at both fields.

## Where the relation fails, and how the model compares

Suppose a fixed internal field of 1 T does not reverse with the applied 8 T. The total fields are then 9 T and $-7$ T. The calculation gives $R_{12,34}=2697\ \Omega$ for the first and $R_{34,12}=2893\ \Omega$ for the second. The mismatch of 195 Ω is 7% of the original resistance. Reversing the internal field as well restores (1).

At finite current, write $I_p=\sum_qG_{pq}V_q+\frac12\sum_{qr}K_{pqr}V_qV_r$. The first-order voltages are proportional to $I$. The quadratic term corrects them by an amount proportional to $I^2$, and hence corrects the resistance by an amount proportional to $I$. Equation (2) does not constrain $K$ in the way needed for (1).

With the potential held fixed and the mean contact voltage set to zero, the computed difference $R_{12,34}(B)-R_{34,12}(-B)$ is $-3.2\ \Omega$ at 10 nA and $-32\ \Omega$ at 100 nA, or 0.1% and 1.1% of 2791 Ω. With a fixed potential, even the sign of this difference depends on which voltage is taken as zero. The numbers show only a scale, because the potential's response to the current is omitted. That response need not be even in $B$: at the Fermi energy, reversing the field changes the local density of states injected by contact 1 by up to 0.89 of its largest value at $+B$.

The motion in the example so far is coherent and spin-degenerate. Both restrictions can be relaxed. Adding sixty floating probes, with a total strength set by an assumed inelastic length of 300 nm, raises $R_{12,34}$ by 67 Ω, or 2.4%; other placements with the same total strength give up to 74 Ω. Adding a Zeeman term with $g=2$ and an assumed Rashba parameter of 5 meV nm inside the strip raises it by 8 Ω. In both cases (1) still holds.

Energy steps of one half or one quarter of $k_BT$ leave the resistances unchanged to 1 Ω. The grid matters more. It makes the Fermi wavevector 2% too large along its axes and 1% along the diagonal. A 0.5 nm grid with the same walls moves $R_{12,34}$ from 2791 to 2685 Ω, the odd part from 2372 to 2384 Ω, the even part from 419 to 300 Ω, and the two-terminal resistance from 4221 to 4379 Ω. The width matters too: for walls 36 nm apart the fourth lead mode opens at 33.2 meV, just below $E_F$, and with 20 nm probes the two-terminal resistance on the fine grid becomes 5011 Ω while the odd part stays near 2410 Ω. Reciprocity holds on the grid as well. Fields inside the leads and the full band structure are left out. Those omissions can change the value of $R$, but not its reciprocity while the stated conditions hold. Contacts that are not ohmic at the measuring current violate the linear-response condition itself.
